# Anisotropic Magnetoresistance and the Planar Hall Field from Axial Symmetry

If the resistivity of a ferromagnetic conductor is treated as a single number, two observations remain unexplained. The voltage along a line changes when its magnetization turns, although temperature, dimensions and current are the same. A voltage can also appear across the line with the magnetization lying in its plane, although an ordinary Hall field would then point out of the plane. Both effects follow from one fact: the magnetization marks an axis in the metal, and current along that axis need not meet the same resistance as current across it.

Let the metal be uniformly magnetized along the unit vector $\mathbf m$, and let the electric field depend linearly and locally on the current density,

$$E_i=\sum_j\rho_{ij}(\mathbf m)\,J_j .$$

Assume that the medium has no preferred direction apart from $\mathbf m$. A polycrystal with many randomly oriented grains meets this condition on scales much larger than a grain.

Now rotate the whole experiment by a rotation matrix $R$. The field becomes $R\mathbf E$, the current density $R\mathbf J$ and the magnetization direction $R\mathbf m$. From $\mathbf E=\rho\,\mathbf J$ and $R^TR=1$ we get $R\mathbf E=(R\rho R^T)(R\mathbf J)$. The rotated metal differs from the original in its magnetization direction alone, so

$$\rho(R\mathbf m)=R\,\rho(\mathbf m)\,R^T .$$

First take rotations about $\mathbf m$ itself. They leave $\mathbf m$ in place, and the condition becomes $R\rho R^T=\rho$. Choose right-handed axes with $\mathbf e_1=\mathbf m$. A turn by 180° about $\mathbf e_1$ keeps the first axis and reverses the other two, so it multiplies each element that has exactly one index equal to 1 by $-1$. An element equal to its own negative is zero:

$$\rho_{12}=\rho_{13}=\rho_{21}=\rho_{31}=0 .$$

Five elements remain: $\rho_{11}$ and the block that acts in the plane across $\mathbf m$. A turn by 90° takes $\mathbf e_2$ to $\mathbf e_3$ and $\mathbf e_3$ to $-\mathbf e_2$. On the block it gives

$$\begin{pmatrix}0&-1\\1&0\end{pmatrix}
\begin{pmatrix}\rho_{22}&\rho_{23}\\\rho_{32}&\rho_{33}\end{pmatrix}
\begin{pmatrix}0&1\\-1&0\end{pmatrix}
=\begin{pmatrix}\rho_{33}&-\rho_{32}\\-\rho_{23}&\rho_{22}\end{pmatrix}.$$

This must equal the original block, hence $\rho_{22}=\rho_{33}$ and $\rho_{23}=-\rho_{32}$. Write $\rho_\parallel=\rho_{11}$, $\rho_\perp=\rho_{22}$ and $\rho_H=\rho_{32}$. Then

$$\rho=\begin{pmatrix}\rho_\parallel&0&0\\0&\rho_\perp&-\rho_H\\0&\rho_H&\rho_\perp\end{pmatrix}.$$

Other angles remove nothing more. The block is $\rho_\perp$ times the identity plus $\rho_H$ times a 90° rotation, and rotations in a plane commute. A numerical count of the invariant tensors for an oblique $\mathbf m$ agrees: five free elements after the 180° turn, three after the 90° turn, and three for a turn by 37°.

To free the result from these special axes, split the current density into its part along $\mathbf m$, which is $\mathbf m(\mathbf m\cdot\mathbf J)$, and the remainder. The first part is multiplied by $\rho_\parallel$ and the second by $\rho_\perp$. For the last coefficient, $\mathbf m\times\mathbf e_2=\mathbf e_3$ and $\mathbf m\times\mathbf e_3=-\mathbf e_2$, which are the signs in the matrix. Therefore

$$\mathbf E=\rho_\parallel\,\mathbf m(\mathbf m\cdot\mathbf J)+\rho_\perp\left[\mathbf J-\mathbf m(\mathbf m\cdot\mathbf J)\right]+\rho_H\,\mathbf m\times\mathbf J ,$$

or, with $\Delta\rho=\rho_\parallel-\rho_\perp$,

$$\mathbf E=\rho_\perp\mathbf J+\Delta\rho\,\mathbf m(\mathbf m\cdot\mathbf J)+\rho_H\,\mathbf m\times\mathbf J .$$

So far this holds for one direction of $\mathbf m$. Axial symmetry alone would allow the three coefficients to change as $\mathbf m$ turns. Here the isotropy of the medium enters a second time. Apply a general rotation $R$ to the tensor: the identity stays the identity, $\mathbf m\mathbf m^T$ becomes $(R\mathbf m)(R\mathbf m)^T$, and the cross product with $\mathbf m$ becomes the cross product with $R\mathbf m$. The coefficients are carried along unchanged, and since a rotation can bring $\mathbf m$ to any direction, they are constants of the material at given temperature and magnetization magnitude.

Let the current flow along $x$ and let the magnetization lie in the $xy$ plane at angle $\phi$ to it, so that $\mathbf J=(J,0,0)$ and $\mathbf m=(\cos\phi,\sin\phi,0)$. Then $\mathbf m\cdot\mathbf J=J\cos\phi$ and $\mathbf m\times\mathbf J=(0,0,-J\sin\phi)$. The components of the field are

$$\frac{E_x}{J}=\rho_\perp+\Delta\rho\cos^2\phi,$$

$$\frac{E_y}{J}=\Delta\rho\sin\phi\cos\phi=\frac{\Delta\rho}{2}\sin2\phi,$$

$$\frac{E_z}{J}=-\rho_H\sin\phi .$$

The first line is the anisotropic magnetoresistance and the second is the planar Hall field. The third is the anomalous Hall field, which points out of the plane and does not disturb the other two.

Setting $J_y=J_z=0$ describes a long bar with open side contacts. No current can leave through the sides, so charge collects there until the transverse fields have the values above. A uniform current density in a uniform metal gives a uniform field, which satisfies the steady-state equations and the side conditions together. Near the end electrodes this fails. A broad electrode is an equipotential and forces $E_y=0$, so the current bends instead. For in-plane $\mathbf m$ and $J_z=0$, the in-plane part of the law has resistivity $\rho_\parallel$ along $\mathbf m$ and $\rho_\perp$ across it. Its inverse has conductivities $1/\rho_\parallel$ and $1/\rho_\perp$ along the same directions, and a field $E$ along $x$ drives

$$J_y=\left(\frac1{\rho_\parallel}-\frac1{\rho_\perp}\right)E\sin\phi\cos\phi=-\frac{\Delta\rho}{\rho_\parallel\rho_\perp}\,E\sin\phi\cos\phi .$$

For $\Delta\rho>0$ the current leans away from the magnetization axis, towards the direction of easier conduction. With open sides the current is held straight, and the field leans towards the axis.

The two in-plane components are closely related. With $\cos^2\phi=(1+\cos2\phi)/2$,

$$\frac{E_x}{J}=\frac{\rho_\parallel+\rho_\perp}{2}+\frac{\Delta\rho}{2}\cos2\phi .$$

As $\mathbf m$ turns, the point $(E_x/J,\,E_y/J)$ moves on a circle of radius $\Delta\rho/2$ centred on the mean resistivity, at twice the angle of $\mathbf m$. The full longitudinal swing equals the full planar Hall swing, both being $\Delta\rho$. The planar Hall field vanishes at 0° and 90°, because there the current flows along a principal axis of the resistivity.

At fixed current density the extremes of $E_y$ follow from $d(\sin2\phi)/d\phi=2\cos2\phi=0$, which gives $\phi=45°$ and $\phi=135°$. The field has magnitude $|\Delta\rho|J/2$ at both, with opposite signs. The condition of fixed current matters. If the longitudinal field is held fixed instead, the quantity to maximize is the ratio

$$\frac{E_y}{E_x}=\frac{\Delta\rho\sin\phi\cos\phi}{\rho_\perp+\Delta\rho\cos^2\phi}=\frac{\Delta\rho\,t}{\rho_\perp(1+t^2)+\Delta\rho}=\frac{\Delta\rho\,t}{\rho_\parallel+\rho_\perp t^2},\qquad t=\tan\phi ,$$

where numerator and denominator were divided by $\cos^2\phi$. The derivative with respect to $t$ is proportional to $\rho_\parallel+\rho_\perp t^2-2\rho_\perp t^2=\rho_\parallel-\rho_\perp t^2$, so the peak lies at

$$\tan\phi=\sqrt{\rho_\parallel/\rho_\perp} .$$

For $\Delta\rho>0$ this is slightly above 45°, because the bar carries more current when $\mathbf m$ turns away from its length.

Reversing the magnetization changes $\phi$ to $\phi+180°$. Both $\cos^2\phi$ and $\sin2\phi$ keep their values, while $\sin\phi$ changes sign. The planar Hall field is thus even in $\mathbf m$ and belongs to the symmetric part of the resistivity tensor. A Hall field proper is odd and belongs to the antisymmetric part. The planar Hall field shares with it the transverse contacts, but it is a consequence of anisotropic resistance.

Symmetry fixes the angular law but neither the size nor the sign of $\Delta\rho$. Some coupling must tell the moving electrons where the magnetization points. If spin and orbital motion were uncoupled, and the magnetic field produced by the magnetization were ignored, the spins could be rotated without any effect on the motion. Then $\rho$ would not depend on $\mathbf m$, and an isotropic medium would have $\Delta\rho=\rho_H=0$. Spin-orbit coupling removes this freedom.

The law can be tested on a transport model that does not assume it. Take a spherical Fermi surface on which a carrier moving along the unit vector $\mathbf n$ is scattered at the rate $1+0.5(\mathbf n\cdot\mathbf m)^2$ in model units, and add a term that turns carriers about $\mathbf m$ at the rate 0.2. The conductivity is integrated over all $\mathbf n$ on a grid fixed in the laboratory and then inverted. With $\mathbf m$ along $x$ this gives $\rho_\parallel=1.28620$, $\rho_\perp=1.09090$ and $\rho_H=-0.20150$, where the unit is the resistivity at unit scattering rate. The first exceeds the second because carriers moving along $\mathbf m$, which matter most for current in that direction, are scattered most. The sign of $\rho_H$ reflects the chosen sense of turning. With these three numbers the law reproduces the whole tensor for six other directions of $\mathbf m$, some of them out of the plane, with a largest deviation of $3\times10^{-14}$. Numerical maximization puts the peak of $E_y$ at 45.000° for fixed current and at 47.356° for fixed $E_x$, and $\arctan\sqrt{1.28620/1.09090}$ gives the same 47.356°.

A thin film is not isotropic, since its normal is a second special direction. Suppose that it is isotropic within its plane and that every plane containing the normal is a mirror plane of the unmagnetized film. Let $\mathbf m$ lie along $x$ and reflect in the plane perpendicular to it. Magnetization behaves like the axis of a circulating current, and a reflection in the plane of the circulation leaves that axis unchanged. The film and its magnetization are therefore both preserved, while $x$ components of field and current change sign. Hence $\rho_{xy}=\rho_{yx}=0$ for this $\mathbf m$, and the in-plane block is diagonal with elements $\rho_\parallel$ and, say, $\rho_T$. Rotating the magnetization by $\phi$ about the normal gives

$$\frac{E_x}{J}=\rho_\parallel\cos^2\phi+\rho_T\sin^2\phi,\qquad \frac{E_y}{J}=(\rho_\parallel-\rho_T)\sin\phi\cos\phi ,$$

which is the earlier law with $\rho_T$ in place of $\rho_\perp$. What fails is its extension out of the plane. With $0.5\,n_z^2$ added to the model's scattering rate and the turning term left out, the resistivity is 1.1861 for $\mathbf m$ in the plane across the current but 1.1680 for $\mathbf m$ along the normal. Both directions are perpendicular to the current, and the isotropic law would make the two values equal.

A single crystal can break the law even in the plane. To second order in $\mathbf m$, a crystal with the full symmetry of a cube, such as iron or nickel, allows one further term in $\mathbf E$, with components $c\,m_i^2J_i$ along the cube axes. For current along a cube axis it adds $c\cos^2\phi$ to $E_x/J$ and nothing to $E_y/J$, so the longitudinal swing becomes $\Delta\rho+c$ while the planar Hall swing stays $\Delta\rho$. Adding $n_x^4+n_y^4+n_z^4$ to the original scattering rate, again without turning, gives a ratio of planar Hall to longitudinal swing of 1.2181. The isotropic model gives 1.0000. In a single crystal, or in a conductor whose grains are aligned within the plane, one swing therefore cannot in general be inferred from the other: the crystal directions and the coefficient $c$ are needed as well. Terms of higher order in $\mathbf m$, left out of this count, bring further coefficients; they are present in the model too, whose ratio changes to 1.25 when the $\mathbf m$-dependent scattering is made weak.

For a practical case take a permalloy Hall bar at room temperature, with the rough values $\rho_\perp=25.0$ and $\rho_\parallel=25.5\ \mu\Omega\,$cm. Then $\Delta\rho=0.5\ \mu\Omega\,\text{cm}=5\times10^{-9}\ \Omega\,$m, which is 2% of $\rho_\perp$. The bar has thickness $d=30$ nm, width $w=10\ \mu$m and length $L=100\ \mu$m, and carries $I=1$ mA. The current density is

$$J=\frac{I}{wd}=\frac{10^{-3}\ \text{A}}{(10^{-5}\ \text{m})(3\times10^{-8}\ \text{m})}=3.33\times10^9\ \text{A/m}^2=0.333\ \text{MA/cm}^2 .$$

The longitudinal voltage $V_x=E_xL$ falls from 85.000 mV at $\phi=0$ to 83.333 mV at 90°, a swing of 1.667 mV. The planar Hall voltage is

$$V_y=E_yw=\frac{\Delta\rho\,I}{2d}\sin2\phi ,$$

in which the width has cancelled. At 45° it is

$$V_y=\frac{(5\times10^{-9}\ \Omega\,\text{m})(10^{-3}\ \text{A})}{2\,(3\times10^{-8}\ \text{m})}=83.33\ \mu\text{V},$$

corresponding to a field of 0.0833 V/cm. It drops to 72.17 µV at 30° and at 60°, and is −83.33 µV at 135°. At fixed $V_x$ the peak would move to 45.28°, a small shift because $\Delta\rho/\rho_\perp$ is small.

Resistivities of a few tens of µΩ cm and an anisotropy of a few per cent are typical of permalloy films, though both depend on thickness and preparation. The Hall contacts of a real bar are not perfectly aligned. If one is displaced relative to the other by 50 nm along the current, they pick up part of the longitudinal voltage, $84.167\ \text{mV}\times(50\ \text{nm}/100\ \mu\text{m})=42.1\ \mu$V, half the planar Hall signal itself. Of this, 0.83 µV varies with angle. Since $\rho_{xx}=E_x/J$ is the same at 45° and 135°, half the difference between the two readings removes the offset, provided that current, temperature and contacts are unchanged.

Temperature mainly disturbs the longitudinal signal. With a rough coefficient of 0.003 per kelvin, a drift of 1 K changes $V_x$ by 0.253 mV, or 15% of the magnetoresistance swing. The planar Hall voltage has no isotropic background, apart from the contact offset, on which such a drift could act; it still follows the temperature dependence of $\Delta\rho$ itself, in proportion to its own size. Self-heating is minor on oxidized silicon: 84.2 µW flowing through 300 nm of oxide with a thermal conductivity of 1.4 W/(m K) gives a temperature drop of 0.018 K across the oxide, and the silicon below adds less than 0.01 K. On a glass substrate the same power would warm the centre of the bar by about 1 K.

If $\mathbf m$ tilts out of the plane, the general law gives $E_y/J=\Delta\rho\,m_xm_y+\rho_Hm_z$, and the anomalous Hall effect enters the transverse voltage. In a film with the symmetry assumed above, this component keeps the same form to second order in $\mathbf m$, with $\Delta\rho=\rho_\parallel-\rho_T$. For a tilt of 1° and a rough $\rho_H=0.1\ \mu\Omega\,$cm, $V_y$ changes by 0.56 µV. Of this, +0.58 µV is the anomalous Hall term and −0.025 µV comes from the reduced in-plane product $m_xm_y$. The anomalous Hall term is odd in $\mathbf m$, so averaging readings taken with $\mathbf m$ fully reversed removes it; the small even part remains.

The angle in the law is that of the magnetization, which need not be that of the applied field. Shape anisotropy pulls $\mathbf m$ towards the length of the bar, and we assume that the anisotropy induced during preparation has its easy axis there too. Treating the cross-section as an ellipse, with a saturation magnetization equivalent to 1 T, the shape contributes $1\ \text{T}\times d/(d+w)=2.99$ mT. A rough induced anisotropy of 0.5 mT brings the anisotropy field to $B_K=3.49$ mT. For an applied field $B$ at angle $\phi_B$, the energy per unit volume is $-MB\cos(\phi_B-\phi)+\tfrac12MB_K\sin^2\phi$, where $M$ is the magnetization. Setting its derivative to zero gives

$$B\sin(\phi_B-\phi)=B_K\sin\phi\cos\phi .$$

With $B=100$ mT at 45°, the lag is close to $B_K/(2B)=0.0175$ rad, or 1.00°. It lowers $V_y$ by 0.061%, since the planar Hall signal is at its flat maximum, but raises $V_x$ by 1.74% of the swing, since the longitudinal signal is at its steepest. These figures assume a uniform lag and are too small for a flat strip of rectangular cross-section. There the demagnetizing field is strongest near the edges, and for magnetization across the bar its average over the width is about 7 mT instead of 2.99 mT. If $\mathbf m$ is allowed to vary across the width, the average lag is about 1.9°, $V_y$ falls by about 0.8%, and $V_x$ rises by about 3.2% of the swing.

Two further effects are smaller. The in-plane magnetic field of the current reaches 0.063 mT at the film surfaces, with opposite directions at top and bottom, and its perpendicular field reaches about 0.15 mT at the edges of the bar. Both are small against the applied 100 mT. The ordinary magnetoresistance, due to the bending of carrier paths, is of relative order $[B_{\text{in}}/(ne\rho_\perp)]^2$, where $B_{\text{in}}$ is the flux density inside the metal and $n$ the carrier density. For a rough $n=9\times10^{28}$ per cubic metre the applied field alone would give $8\times10^{-10}$. The magnetization adds about 1 T, so that $B_{\text{in}}$ is about 1.1 T and the estimate rises to about $10^{-7}$, which is still negligible. The numerical output below lists the main values of this example; for the ordinary magnetoresistance it gives the estimate with the applied field alone.

The law also presumes a single magnetic domain. In a bar with several domains, $\mathbf m$ varies from place to place. Suppose that the domains are much smaller than the width of the bar and evenly mixed, and that $\Delta\rho$ and $\rho_H$ are small compared with $\rho_\perp$. The current density then departs from its mean by an amount of first order in these small quantities, and this departure averages to zero. In the mean field it appears only multiplied by the variation of $\rho$, which is a second-order term. To first order the measured voltages therefore contain the averages of $\cos^2\phi$ and $\sin2\phi$. To this order, equal volumes at 45° and 135° give no net planar Hall voltage, although each domain by itself would give the largest one.

## Computed values

```
Free tensor elements after 180 deg symmetry: 5
Free tensor elements after 90 deg symmetry: 3
Free tensor elements after 37 deg symmetry: 3
Boltzmann model rho_par = 1.28620 (model units)
Boltzmann model rho_perp = 1.09090 (model units)
Boltzmann model rho_H = -0.20150 (model units)
Largest deviation from the law = 3e-14 (model units)
Model peak of E_y at fixed current = 45.000 deg
Model peak of E_y at fixed E_x = 47.356 deg
Film model, m in plane across J: rho = 1.1861 (model units)
Film model, m along film normal: rho = 1.1680 (model units)
Hall/longitudinal swing ratio, isotropic = 1.0000
Hall/longitudinal swing ratio, cubic = 1.2181
Input rho_perp = 25.0 uOhm cm
Input rho_par = 25.5 uOhm cm
Thickness = 30 nm, width = 10 um, length = 100 um
Current = 1.0 mA
Current density = 0.333 MA/cm2
AMR ratio delta_rho/rho_perp = 2.00 %
phi =   0 deg: rho_xx = 25.500 uOhm cm, V_x = 85.000 mV, V_y = 0.00 uV
phi =  30 deg: rho_xx = 25.375 uOhm cm, V_x = 84.583 mV, V_y = 72.17 uV
phi =  45 deg: rho_xx = 25.250 uOhm cm, V_x = 84.167 mV, V_y = 83.33 uV
phi =  60 deg: rho_xx = 25.125 uOhm cm, V_x = 83.750 mV, V_y = 72.17 uV
phi =  90 deg: rho_xx = 25.000 uOhm cm, V_x = 83.333 mV, V_y = 0.00 uV
phi = 135 deg: rho_xx = 25.250 uOhm cm, V_x = 84.167 mV, V_y = -83.33 uV
E_y at 45 deg = 0.0833 V/cm
Longitudinal AMR swing = 1.667 mV
Peak angle of V_y at fixed V_x = 45.28 deg
Contact offset 50 nm: adds 42.1 uV to V_y, of which 0.83 uV varies with phi
Rough anomalous Hall rho_H = 0.1 uOhm cm
Tilt of 1 deg out of plane: V_y changes by 0.56 uV
Rough temperature coefficient = 0.003 per K
Drift of 1 K: V_x changes by 0.253 mV, 15 % of the AMR swing
Joule power = 84.2 uW; temperature drop across 300 nm oxide = 0.018 K
Applied field = 100 mT at 45 deg, anisotropy field = 3.49 mT
Lag of m behind the field = 1.00 deg
Lag changes V_y by -0.061 % and V_x by 1.74 % of the AMR swing
Field of the current at the film surface = 0.063 mT
Ordinary magnetoresistance, order (omega_c tau)^2 = 8e-10
```
